# The Fröhlich band-edge shift on a q-grid

## Problem

An electron of mass $m$ in one parabolic band couples to a dispersionless LO phonon at $T=0$:

$$H=\frac{p^2}{2m}+\hbar\omega\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}g_q\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad g_q^2=\frac{e^2\hbar\omega}{2\varepsilon_0\varepsilon^*Vq^2},$$

with $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_s$. Let $\kappa=\sqrt{2m\omega/\hbar}$ and $\alpha=e^2\kappa/(8\pi\varepsilon_0\varepsilon^*\hbar\omega)$. The lattice is simple cubic, the zone is $|q_i|\le Q=\pi/a$, and the grid is $\mathbf q=h\mathbf n$ with $h=2\pi/L$, $L=Na$, $V=L^3$, $N$ even.

(a) Find the second-order shift $\Delta E$ of the state $k=0$ for continuous $\mathbf q$. (b) Find the error of the grid sum with $\mathbf q=0$ left out, and a correction that removes its leading term. (c) Evaluate for $m=0.5\,m_e$, $\hbar\omega=50$ meV, $\varepsilon_\infty=5$, $\varepsilon_s=8$, $a=5$ Å.

## (a) The continuum shift

The coupling is fixed by electrostatics. For a static charge with form factor $\rho_{\mathbf q}$, completing the square in $\hbar\omega a^\dagger a+g(\rho a+\rho^*a^\dagger)$ gives the energy $-g_q^2|\rho_{\mathbf q}|^2/\hbar\omega$ per mode. This must equal the change of the field energy $e^2|\rho_{\mathbf q}|^2/(2\varepsilon_0\varepsilon Vq^2)$ from $\varepsilon_\infty$ to $\varepsilon_s$, which yields the stated $g_q^2$. In terms of $\alpha$, $g_q^2=(\hbar\omega)^2\,4\pi\alpha/(V\kappa q^2)$.

The interaction connects $|k=0;0\rangle$ only to an electron at $-\mathbf q$ plus one phonon $\mathbf q$, with element $g_q$ and excitation energy $\hbar\omega+\hbar^2q^2/2m=\hbar\omega(q^2+\kappa^2)/\kappa^2$. The first-order term vanishes, and

$$R\equiv-\frac{\Delta E}{\alpha\hbar\omega}=\frac{4\pi\kappa}{V}\sum_{\mathbf q}f,\qquad f=\frac{1}{q^2(q^2+\kappa^2)}.$$

With $V^{-1}\sum\to\int d^3q/(2\pi)^3$ the factor $4\pi q^2$ cancels the singularity, and for a sphere of radius $q_c$

$$R=\frac{(4\pi)^2\kappa}{(2\pi)^3}\int_0^{q_c}\frac{dq}{q^2+\kappa^2}=\frac2\pi\arctan\frac{q_c}{\kappa}.$$

For unbounded $q$, $R=1$ and $\Delta E=-\alpha\hbar\omega$. A grid confined to the zone converges instead to the integral over the cube. Split the cube into six pyramids, $\mathbf q=sQ(u,v,1)$, $d^3q=Q^3s^2\,ds\,du\,dv$, $q=sQ\rho$, $\rho^2=1+u^2+v^2$. Then $\int_0^1Q^3s^2f\,ds=\arctan(Q\rho/\kappa)/(\kappa\rho^3)$, and the prefactor $6\cdot4\pi\kappa/(2\pi)^3$ gives

$$R_{BZ}=\frac{3}{\pi^2}\int_{-1}^1\!\!\int_{-1}^1\frac{\arctan(Q\rho/\kappa)}{\rho^3}\,du\,dv<1 .$$

All grid errors below are $\Delta E_N-\Delta E_{BZ}=\alpha\hbar\omega(R_{BZ}-R_N)$.

## (b) A tempting solution

Only the point $\mathbf q=0$ is singular, so the error should be the weight of its cell. Replace the cell by a sphere of equal volume, $q_s=h(3/4\pi)^{1/3}$, and put $x=\kappa L$. For $x\gg1$ the missing weight is

$$\frac2\pi\arctan\frac{q_s}{\kappa}\simeq\frac{c_s}{x},\qquad c_s=4\left(\frac{3}{4\pi}\right)^{1/3}=2.4814 .$$

The error is then $c_s/(\kappa aN)$. Since $f$ is smooth in all other cells, adding the sphere term should leave only $O(h^2)$.

The power $1/N$ is right. The rest fails: with the sphere term added in its arctangent form, explicit sums for the model of (c) err by 1.19, 0.60 and 0.30 meV at $N=32,64,128$, still halving.

## The fault

Near $q=0$, $f\simeq1/(\kappa^2q^2)$ has no scale of its own, so refining the grid never resolves it. With $\mathbf q=h\mathbf u$ the weight of a point is $4\pi/(L^3\kappa h^2u^2)=1/(\pi xu^2)$. The cell at any fixed $\mathbf n$ therefore errs by $(1/\pi x)[\langle u^{-2}\rangle_{\mathbf n}-n^{-2}]$, where $\langle\cdot\rangle_{\mathbf n}$ is the cell average, and this is of order $1/N$ like the central cell. For large $n$, Taylor expansion with second moment $1/12$ per axis gives $\tfrac1{24}\nabla^2u^{-2}=1/(12n^4)$, so the sum over cells converges. The pyramids $\mathbf u=\tfrac s2(u,v,1)$ give the central cell $\int d^3u/u^2=6\cdot\tfrac18\cdot4\iint\rho^{-2}$, hence $c_c=(3/\pi)\iint\rho^{-2}du\,dv=2.44275$. It is below $c_s$ because a ball collects the largest values of $u^{-2}$ at given volume. The full coefficient of $1/x$ is

$$\xi=c_c+\frac1\pi\sum_{\mathbf n\ne0}\left[\langle u^{-2}\rangle_{\mathbf n}-n^{-2}\right]=2.8373 .$$

The cell $(1,0,0)$ has average 1.0496, and the six such cells contribute $6(0.04962)/\pi=0.0948$ to $\xi$. The sphere leaves the fraction $1-c_s/\xi=0.125$ of the $1/N$ error, the cubic cell 0.139.

## The right solution

**Unbounded grid.** Partial fractions and a Gaussian split with any $\gamma>0$ give $\kappa^2f=F+G$,

$$F=\frac{e^{-\gamma q^2}}{q^2},\qquad G=\frac{1-e^{-\gamma q^2}}{q^2}-\frac1{q^2+\kappa^2},\qquad G(0)=\gamma-\frac1{\kappa^2}.$$

$G$ is regular and falls as $q^{-4}$, so Poisson summation applies: $V^{-1}\sum_{\mathbf q}\tilde\phi(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$ is the Fourier series of $\sum_{\mathbf R}\phi(\mathbf r+\mathbf R)$, $\mathbf R=L\mathbf n$, with $\phi(r)=\int\tilde\phi\,e^{i\mathbf q\cdot\mathbf r}d^3q/(2\pi)^3$. Two transforms are needed. For $4\pi/(q^2+\kappa^2)$, $\phi=(2/\pi r)\int_0^\infty q\sin qr\,dq/(q^2+\kappa^2)=e^{-\kappa r}/r$ from the pole at $q=i\kappa$, and $\kappa\to0$ gives $1/r$. For $4\pi F$, $\partial_r(r\phi)=(2/\pi)\int_0^\infty e^{-\gamma q^2}\cos qr\,dq=e^{-r^2/4\gamma}/\sqrt{\pi\gamma}$, so $\phi=\operatorname{erf}(r/2\sqrt\gamma)/r$. Thus $4\pi G$ transforms to $[\operatorname{erfc}(r/2\sqrt\gamma)-e^{-\kappa r}]/r$, which tends to $\kappa-1/\sqrt{\pi\gamma}$ at $r=0$ because the $1/r$ terms cancel. Setting $\mathbf r=0$ and moving the $\mathbf q=0$ term across (a prime omits the zero vector),

$$\frac{4\pi}V{\sum}'G=\kappa-\frac1{\sqrt{\pi\gamma}}+{\sum_{\mathbf n}}'\frac{\operatorname{erfc}(Ln/2\sqrt\gamma)}{Ln}-\kappa Y-\frac{4\pi}V\left(\gamma-\frac1{\kappa^2}\right),\qquad Y={\sum_{\mathbf n}}'\frac{e^{-xn}}{xn}.$$

Add $(4\pi/V)\sum'F$ and collect the terms free of $\kappa$:

$$-\frac\xi L=\frac{4\pi}V{\sum}'F-\frac1{\sqrt{\pi\gamma}}+{\sum_{\mathbf n}}'\frac{\operatorname{erfc}(Ln/2\sqrt\gamma)}{Ln}-\frac{4\pi\gamma}V.\tag{1}$$

This combination cannot depend on $\gamma$, since $\sum'f$ and the remaining terms do not, and the choice $\gamma\propto L^2$ makes each term proportional to $1/L$. Equation (1) is the Ewald form of the simple-cubic Madelung constant with neutralizing background. Dividing by $\kappa$, exactly,

$$R=1-\frac\xi x+\frac{4\pi}{x^3}-Y(x).\tag{2}$$

The terms $4\pi/x^3$ and $Y$ come from $1/(q^2+\kappa^2)$ (its omitted point and its images), so $\xi/x$ is the error of $1/q^2$ alone and $\xi$ is the cell sum found above; the program tests this equality. Physically, the grid describes a periodic array of electrons in supercells of side $L$. Their polarization clouds interact through the $1/r$ tail, and $Y$ measures overlap on the recoil length $1/\kappa$.

**Zone boundary.** Because $f$ is even in each component, the grid $n_i=-N/2+1,\dots,N/2$ equals the trapezoid rule, with half weights on both faces. On one panel, expanding about the midpoint, the mean of the end values is $g+h^2g''/8$ and the true mean is $g+h^2g''/24$, with odd orders absent. Summing panels gives trapezoid minus integral $=(h^2/12)[g'(Q)-g'(-Q)]+O(h^4)$. Take $g=f(1-\chi)$ with $\chi$ smooth, equal to 1 near $q=0$ and 0 near and beyond the faces. The unbounded sum of the smooth $g$ equals its integral faster than any power of $h$, by Poisson summation, while its zone sum obeys the rule along each axis. The part of (2) outside the zone, where $g=f$, is their difference: the tail $1-R_{BZ}$ minus the boundary term. With $h^2N^2/12=\pi^2/3a^2$,

$$R_{BZ}-R_N=\frac\xi x-\frac{4\pi}{x^3}+Y+\frac\beta{N^2}+O(N^{-4}),\qquad\beta=-\frac{4\pi\kappa}{(2\pi)^3}\frac{\pi^2}{3a^2}\oint\partial_nf\,dS>0.\tag{3}$$

The leading error is $\alpha\hbar\omega\,\xi/(\kappa aN)$, in the linear size $N$, the cube root of the number of points, and it dominates only for $x\gg1$.

**Two controls.** On the shifted grid $\mathbf q=h(\mathbf n+\tfrac12(1,1,1))$ each image acquires $(-1)^{n_1+n_2+n_3}$ and no $\mathbf q=0$ term is moved. The same steps give the leading error $M/x$, with $-M/L$ given by (1) with these signs and without its last term; $M=1.7476$ is the rock-salt constant. The $1/N$ error persists with no point omitted. For a screened coupling $1/(q^2+s^2)$ with $\mathbf q=0$ kept, partial fractions (for $s\ne\kappa$) give two Yukawa functions, whose images decay as $e^{-sL}$ and $e^{-\kappa L}$, so no $1/N$ term arises. The grid error is small only once $sL\gg1$ as well as $\kappa L\gg1$; for weak screening it remains large on coarse grids.

**Correction.** Solving (1) for $\xi/x$ and subtracting $4\pi/x^3=4\pi/(V\kappa^3)$ suggests adding to $R_N$ the auxiliary-function term of Gygi–Baldereschi type,

$$C=\frac1{\kappa\sqrt{\pi\gamma}}-\frac{4\pi}{V\kappa}{\sum_{\rm zone}}'F+\frac{4\pi}{V\kappa}\left(\gamma-\frac1{\kappa^2}\right),$$

that is, the exact integral of $F$, minus its sum on the same grid, plus $G(0)$. It differs from $\xi/x-4\pi/x^3$ by the erfc images, of order $e^{-L^2/4\gamma}$, and by the points outside the zone, of order $e^{-\gamma Q^2}$. Equating the exponents gives $\gamma=Na^2/2\pi$, both being $\pi N/2$. The remaining error in $R$ is $Y+\beta/N^2+O(N^{-4})$. This is small only when $x$ is well above 1: by (2), $Y\simeq4\pi/x^3$ as $x\to0$, so on a grid too coarse to resolve $\kappa$ the correction does harm. For the model of (c) at $N=4$ ($x=1.62$) it leaves 87 meV where the raw sum errs by 35 meV.

## (c) Numbers

With $\hbar^2/2m=7.6200$ eV Å$^2$, $\kappa=\sqrt{0.050/7.6200}=0.08100$ Å$^{-1}$ and $\kappa a=0.4050$. With $e^2/4\pi\varepsilon_0=14.3996$ eV Å and $1/\varepsilon^*=0.0750$, $\alpha=14.3996\times0.0750\times0.08100/(2\times0.050)=0.8748$. Then $-\alpha\hbar\omega=-43.74$ meV $=-1.6075\times10^{-3}$ Ha. The zone gives $R_{BZ}=0.93205$ and $\Delta E_{BZ}=-40.77$ meV, a loss of 2.97 meV that no refinement of a grid confined to the zone recovers. These digits describe the sums; orders beyond the second in the coupling are not computed and need not be negligible at this $\alpha$.

For $N=16$, $x=6.480$ and $\beta=0.06434$, the four terms of (3) times $\alpha\hbar\omega$ are $19.151-2.020+0.069+0.011=17.211$ meV. The raw sum is $-40.769+17.211=-23.558$ meV. With $\gamma=63.66$ Å$^2$, $\alpha\hbar\omega C=17.132$ meV, and the corrected value is $-23.558-17.132=-40.690$ meV, 0.080 meV above $\Delta E_{BZ}$.

Errors $\Delta E_N-\Delta E_{BZ}$ in meV:

| $N$ | raw | shifted | sphere | $\xi/x$ only | $C$ |
|---|---|---|---|---|---|
| 8 | 26.99 | 21.35 | 2.57 | −11.31 | 4.85 |
| 16 | 17.21 | 11.73 | 2.13 | −1.94 | 0.0795 |
| 32 | 9.33 | 5.90 | 1.19 | −0.250 | 0.0028 |
| 64 | 4.76 | 2.95 | 0.60 | −0.031 | 0.0007 |
| 128 | 2.39 | 1.47 | 0.30 | −0.0038 | 0.0002 |

The raw error approaches $306.4\ \text{meV}/N$ and first falls below 1 meV at $N=308$, about $2.9\times10^7$ points. With $C$, $N=12$ (1728 points) gives 0.53 meV. Adding $\xi/x$ alone overshoots at all $N$ in the table, because $-4\pi/x^3$ remains; the positive $\beta/N^2$ overtakes it only beyond $N=4\pi/[(\kappa a)^3\beta]\approx2940$.

At $N=8$ the sphere is closer than $C$. There $x=3.24$, and the 4.85 meV left by $C$ is the image term, 4.81 meV, plus the boundary term, 0.04 meV; $C$ is built to cancel only $\xi/x-4\pi/x^3$ and leaves these two terms untouched. The sphere adds $26.994-2.565=24.429$ meV against $22.144$ meV for $C$, and this excess over $\xi/x-4\pi/x^3$ offsets part of $Y$. The ordering reverses by $N=16$.

The numerical check tests the coupling against a real-space field energy, the second-order formula against diagonalization at vanishing coupling, (2) at $x=1,2,4$, and the coefficients of (3) against fits to explicit sums. The fitted $1/N$ coefficient is 7.005293, equal to $\xi/\kappa a$, and is of order $10^{-8}$ both after $C$ and for the screened coupling. The remainder of (3) drops by a factor of 15.97, close to the 16 of an $N^{-4}$ term, from $N=32$ to 64.

The correction is built for $k=0$ and relies on a denominator without zeros in the zone. For $k\ne0$ with $\hbar^2k^2/2m<\hbar\omega$ the denominator has a term linear in $\mathbf q$; $C$ still removes the $1/N$ term of the singularity at $\mathbf q=0$ but not all of its $N^{-3}$ term. The summand is then no longer even in $\mathbf q$, so the one-sided grid differs from the trapezoid rule and its faces add a $1/N$ error of their own; half weights on both faces remove it and leave a boundary term of order $N^{-2}$. For states more than $\hbar\omega$ above the band edge, and for phonon absorption at $T>0$, the denominator vanishes at finite $q$, and the grid sum has further errors that $C$ does not remove. In an anisotropic crystal the coefficient of $1/q^2$ depends on direction, and the isotropic $F$ and the value of $\xi$ used here do not apply in general.

## Computed values

```
inputs: m = 0.5 m_e, hw = 50 meV, eps_inf = 5.0, eps_s = 8.0, a = 5.0 A
1/eps* = 0.0750; e^2/(4 pi eps0) = 14.3996 eV A; hbar^2/2m = 7.6200 eV A^2
kappa = 0.081004 1/A; 1/kappa = 12.3450 A; kappa*a = 0.405022; Q = 0.628319 1/A
alpha = 0.874826
-alpha hw = -43.7413 meV = -1.6075e-03 Ha; quadrature -43.7413 meV
Gaussian charge sigma = 3.0 A: phonon -101.5516 meV, field -101.5516 meV
six modes N=16: E2 = -6.64471 meV; rel. dev. at lambda 0.04, 0.02: 1.120e-05, 2.802e-06
R_BZ = 0.93205081; dE_BZ = -40.7691 meV; zone cut-off loss = 2.9722 meV
equal-volume sphere zone: q_D = 0.77956 1/A, R = 0.934085
xi (Ewald) = 2.837297479; xi (cell sums) = 2.837297; M = 1.747564595
c_s = 2.481402; c_c = 2.442750; xi-c_s = 0.355896; xi-c_c = 0.394548
fraction of 1/N error left: sphere 0.1254, cell 0.1391
cell (1,0,0): mean of 1/u^2 = 1.049623; six such cells give 0.094772 of xi
unbounded grid x = 1: R direct = 0.1316172815, formula = 0.1316172815, Y = 10.59745585
unbounded grid x = 2: R direct = 0.2539201829, formula = 0.2539201829, Y = 0.89822740
unbounded grid x = 4: R direct = 0.4502312987, formula = 0.4502312987, Y = 0.03679387
raw 1/N: fit 7.005293, xi/(ka) 7.005293; times alpha hw = 306.42 meV
raw 1/N^2: fit 0.064357, beta 0.064340; times alpha hw = 2.814 meV
raw 1/N^3: fit -189.138, -4pi/(ka)^3 -189.136
shifted 1/N: fit 4.314741, M/(ka) 4.314741
sphere 1/N: fit 0.8786, predicted 0.8787
cell 1/N: fit 0.9740, predicted 0.9741
1/N fit: auxiliary-corrected -3.8e-08, screened coupling -3.3e-08
remainder in R at N=16,32,64: -1.202e-06, -7.566e-08, -4.737e-09; ratio 32/64 = 15.97
error dE_N - dE_BZ in meV: N, x, raw, shifted, sphere, cell, xi/x only, auxiliary
   8   3.240  26.99416  21.34851   2.56530   2.90316 -11.30842   4.84984
  16   6.480  17.21104  11.73381   2.13200   2.37392  -1.94025   0.07954
  32  12.961   9.32596   5.89647   1.19104   1.32054  -0.24968   0.00279
  64  25.921   4.75695   2.94860   0.60082   0.66601  -0.03087   0.00069
 128  51.843   2.39014   1.47439   0.30044   0.33305  -0.00377   0.00017
terms in meV: N, dE_N raw, xi/x, -4pi/x^3, Y, beta/N^2, correction C
   8  -13.7749  38.3026 -16.15831 4.807e+00  0.04397  22.1443
  16  -23.5581  19.1513  -2.01979 6.860e-02  0.01099  17.1315
  32  -31.4431   9.5756  -0.25247 4.792e-05  0.00275   9.3232
  64  -36.0122   4.7878  -0.03156 5.596e-11  0.00069   4.7563
 128  -38.3790   2.3939  -0.00394 1.546e-22  0.00017   2.3900
N=16: gamma = 63.662 A^2, gamma Q^2 = 25.13, dE corrected = -40.6896 meV
1 meV, raw: N = 308 (29218112 points), errors N-2, N: 1.0011, 0.9946 meV
1 meV, auxiliary: N = 12 (1728 points), error 0.5302 meV
```
